# Film resistivity from adsorbates and the electronic friction that damps them

## A molecule that acts as a rough patch

Take a metal film of thickness $d$ with $n$ free electrons of mass $m$ per volume. Both walls are flat and reflect electrons specularly, so they take no momentum along the film. An electric field pushes each electron along $x$ with force $F=eE$, where $e>0$ and only magnitudes of field and current are used. The Fermi sphere is then shifted by a drift velocity $v$, and the current density is $J=nev$.

Now put $n_a$ molecules per area on one wall, and suppose that each makes a small area $\Sigma$ of the wall diffuse. An electron leaving such a patch has lost, on average, all its momentum along $x$.

An electron velocity is $\mathbf w+v\hat{\mathbf x}$, with $\mathbf w$ spread evenly through a sphere of radius $v_F$. The $x$ momentum arriving per area and time is

$$nm\langle (w_x+v)\,w_z\rangle_{w_z>0}=nmv\,\langle w_z\rangle_{w_z>0}.$$

The term $w_xw_z$ vanishes because $w_x$ takes both signs equally. The brackets average over the whole sphere but count only electrons moving towards the wall:

$$\langle w_z\rangle_{w_z>0}=\frac{3}{4\pi v_F^3}\int_0^{v_F}w^3dw\int_0^1 2\pi\mu\,d\mu=\frac{3}{4\pi v_F^3}\,\frac{v_F^4}{4}\,\pi=\frac{3v_F}{16}.$$

Each molecule therefore feels a force $\Gamma v$ from the electron wind, with

$$\Gamma=\tfrac{3}{16}\,nmv_F\Sigma .\qquad(1)$$

If the molecule slides at velocity $u$ through electrons at rest, the same count in its own frame gives the force $-\Gamma u$. One number thus measures both the momentum taken from a current and the drag on a moving molecule. For a molecule of mass $M$, write $\Gamma=M\eta$. In a harmonic vibration the average of $Mu^2$ equals the total energy $U$, so $dU/dt=-M\eta\langle u^2\rangle=-\eta U$: $\eta$ is the energy damping rate.

The link does not depend on the patch picture. Persson's relation states that, to first order in $n_a$,

$$\boxed{\Delta\rho=\frac{n_aM\eta}{n^2e^2d},\qquad \eta=\frac{n^2e^2d}{M}\,\frac{\partial\rho}{\partial n_a}}\qquad(2)$$

under conditions that the two derivations bring out. Here $\eta$ is the electronic part of the damping, and $n$ is taken as unchanged by adsorption.

## First derivation: momentum balance

**The clean film.** Write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\,g$. With one relaxation time $\tau$ for bulk collisions, the linear steady Boltzmann equation is

$$w_z\frac{\partial g}{\partial z}+\frac{g}{\tau}=Fw_x .$$

The function $g=F\tau w_x$ solves it. It does not change when $w_z$ is reversed, so it also satisfies the condition at specular walls. It describes a rigid shift of the Fermi sphere by $v_0=F\tau/m$, the same at every depth. This holds for any ratio of $d$ to the mean free path $\lambda=v_F\tau$.

**The force on one adsorbate.** View the film from the frame that drifts with the electrons. There the electrons are at rest, while the wall and the adsorbate slide at $-v_0$. The flat wall exerts no force along $x$. The adsorbate feels the friction force $-\Gamma(-v_0)=+\Gamma v_0$, and the electrons feel the opposite force. This step needs a drift slow enough for linear friction.

**The balance.** Let $\bar v$ be the mean drift velocity with adsorbates present. Per area of film, the field supplies momentum at the rate $ndF$, and bulk collisions remove $ndm\bar v/\tau$. The adsorbates remove $n_a\Gamma v_0$ plus terms of order $n_a^2$, because the distribution they meet differs from the clean one by a term of order $n_a$. For the same reason $v_0$ may be replaced by $\bar v$:

$$ndF=\frac{ndm\bar v}{\tau}+n_a\Gamma\bar v .$$

Divide by $nde$, and use $F=eE$ and $\bar v=J/(ne)$:

$$E=J\left[\frac{m}{ne^2\tau}+\frac{n_a\Gamma}{n^2e^2d}\right].$$

The first term is the clean resistivity and the second is (2). The time $\tau$ has dropped out of the second term. So has the mass $M$, since $M\eta=\Gamma$. The factor $1/d$ appears because a force at the surface is shared by all the electrons below it.

The heat agrees. The extra Joule heat per area is $\Delta\rho J^2d=n_a\Gamma\bar v^2$, which is the friction power of $n_a$ adsorbates dragged at $\bar v$ through electrons at rest.

## Second derivation: scattering rates

This route calculates friction and resistivity separately from the electron states and then compares them.

**Friction.** Let the adsorbate potential $V$ be displaced by $X=X_0\cos\omega t$. To first order the perturbation is $-X\,\partial V/\partial x$, so each of its two frequency components has amplitude $X_0/2$. Let $D_{ji}=\langle j|\partial V/\partial x|i\rangle$ be taken between exact states in the presence of the adsorbate at rest. The golden rule, with absorption minus emission, gives the power

$$P=\frac{2\pi}{\hbar}\frac{X_0^2}{4}\sum_{ij}|D_{ji}|^2\,\hbar\omega\,(f_i-f_j)\,\delta(\varepsilon_j-\varepsilon_i-\hbar\omega).$$

The exclusion factors have combined as $f_i(1-f_j)-f_j(1-f_i)=f_i-f_j$. If the matrix elements vary little over $\hbar\omega$ and $k_BT$, then $f_i-f_j$ acts as $\hbar\omega\,\delta(\varepsilon_i-\varepsilon_F)$. Friction dissipates $\Gamma\langle\dot X^2\rangle=\Gamma\omega^2X_0^2/2$. Equating the two,

$$\Gamma=\pi\hbar\sum_{ij}|D_{ji}|^2\,\delta(\varepsilon_i-\varepsilon_F)\,\delta(\varepsilon_j-\varepsilon_F),\qquad(3)$$

with spin included in the sums.

Formula (3) was tested against motion in time, in units $\hbar=m=1$. On a ring of length 200 with 65 electrons of one spin, a Gaussian barrier of height 0.8 and width 0.5 was displaced by up to 0.5 and brought back, in a Gaussian pulse of width 20 in time. The absorbed energy divided by $\int\dot X^2dt$ was 0.342; (3) gave 0.340. The third digit is not robust: a finer grid gives 0.341, and pulses of width 10 and 30 give 0.339 and 0.351, so the check holds to about 3%.

**From force to momentum transfer.** Let $\phi_a$ be the states of the clean film, with wavevector $k_a$ along $x$, and let $G_0$ be its outgoing Green function. The scattering operator is $T=V(1-G_0V)^{-1}$. A small change $\delta V$ alters it by

$$\delta T=(1-VG_0)^{-1}\,\delta V\,(1-G_0V)^{-1},$$

because $1+V(1-G_0V)^{-1}G_0=(1-VG_0)^{-1}$. Acting on $\phi_a$, the right-hand factor produces the state $\psi_a^+$ with outgoing scattered waves. The left-hand factor, acting on $\langle\phi_b|$, produces $\langle\psi_b^-|$, the state with incoming scattered waves. So $\delta T_{ba}=\langle\psi_b^-|\delta V|\psi_a^+\rangle$.

Choose for $\delta V$ a displacement by $X$, so that $\delta V=-X\,\partial V/\partial x$. Since $G_0$ does not change under translation along $x$, the displacement multiplies $T_{ba}$ by $e^{i(k_a-k_b)X}$, and $\delta T_{ba}=i(k_a-k_b)X\,T_{ba}$. Comparing the two expressions,

$$\langle\psi_b^-|\partial V/\partial x|\psi_a^+\rangle=i(k_b-k_a)\,T_{ba}.$$

The states $\psi^+$ and the states $\psi^-$ each span the states at the Fermi energy, so one set may serve for $i$ and the other for $j$ in (3):

$$\Gamma=\pi\hbar\sum_{ab}(k_a-k_b)^2|T_{ba}|^2\,\delta(\varepsilon_a-\varepsilon_F)\,\delta(\varepsilon_b-\varepsilon_F).\qquad(4)$$

**Resistivity.** A film of area $A$ has $N=n_aA$ adsorbates. If they scatter independently, the rate from $a$ to $b$ is $W_{ba}=N(2\pi/\hbar)|T_{ba}|^2\delta(\varepsilon_a-\varepsilon_b)$. For elastic scattering of independent electrons, outgoing occupations are linear in the incoming ones, so no exclusion factors appear:

$$Fv_a=\frac{g_a}{\tau}+\sum_b\left(W_{ba}g_a-W_{ab}g_b\right).$$

To zeroth order $g_a=F\tau v_a$ with $v_a=\hbar k_a/m$. The first-order change is $-\tau$ times the sum evaluated with this $g$. The current density is $J=(e/Ad)\sum_av_ag_a\,\delta(\varepsilon_a-\varepsilon_F)$, so it changes by

$$\Delta J=-\frac{eF\tau^2\hbar^2}{m^2Ad}\sum_{ab}\left(k_a^2W_{ba}-k_ak_bW_{ab}\right)\delta(\varepsilon_a-\varepsilon_F).$$

Conservation of probability makes the total rate out of $a$ equal to the total rate into it. Half of the $k_a^2$ term may therefore be written with $W_{ab}$ and relabelled as $k_b^2W_{ba}$. Relabelling the cross term as well turns the bracket into $\tfrac12(k_a-k_b)^2W_{ba}$. With $W_{ba}$ inserted, (4) shows that the whole sum equals $N\Gamma/\hbar^2$. Hence

$$\Delta\sigma=\frac{\Delta J}{E}=-\frac{e^2\tau^2n_a\Gamma}{m^2d}.$$

For the clean film, integration by parts over $k_x$ gives $n=(1/Ad)\sum_a\hbar k_av_a\,\delta(\varepsilon_a-\varepsilon_F)$, so $\sigma=ne^2\tau/m$. Then $\Delta\rho=-\Delta\sigma/\sigma^2=n_a\Gamma/(n^2e^2d)$, which is (2).

Nothing here requires a weak potential. In a two-dimensional film of width $4.5\pi$ with four open subbands, again with $\hbar=m=1$ and Fermi energy 0.5, a Gaussian well of depth 1 and width 0.7 was placed 1.5 from a wall. Twelve transverse modes were kept, which lowers $\Gamma$ by about 1% from its converged value of 0.181 but does not affect the relation. Equation (3) gave $\Gamma=0.1786$, and so did the resistivity from the full Boltzmann equation. The Born approximation gave 0.380, about twice as much, yet the relation held.

## What each derivation assumes

Both need specular clean walls, a single $\tau$, low coverage and slow motion. They differ in how they treat the adsorbate and the metal.

The momentum balance takes $\Gamma$ as given and does not ask how it arises. It does not require that electrons scatter elastically or independently of one another at the adsorbate. In return it needs a change of frame, hence free electrons on a featureless wall.

The scattering derivation needs no moving frame, but it does need independent electrons and elastic scattering. It also shows where the shape of the Fermi surface enters: the zeroth-order $g_a$ must be proportional to $k_a$. A spherical Fermi surface with another mass $m^*$ passes, since $m^*$ replaces $m$ throughout and cancels. A warped one does not.

To size the warping, suppose that surface scattering sends electrons at rate $r$ into all states at the Fermi level alike, and count $\hbar k$ as the exchanged momentum. Let $D$ be the density of states per volume and let brackets average over the Fermi surface. Then $\sigma=e^2\tau D\langle v_x^2\rangle$ and $\Delta\sigma=-e^2\tau^2rD\langle v_x^2\rangle$, so $\Delta\rho=r/(e^2D\langle v_x^2\rangle)$. On the other side, $n_a\Gamma/d=r\hbar^2D\langle k_x^2\rangle$ and $n=\hbar D\langle v_xk_x\rangle$. The true $\Delta\rho$ divided by that of (2) is

$$\frac{\langle v_xk_x\rangle^2}{\langle v_x^2\rangle\langle k_x^2\rangle}\le1 .$$

As an example, take $\varepsilon\propto k^2\left[1-\tfrac14\left(Q-\tfrac35\right)\right]$ with $Q=(k_x^4+k_y^4+k_z^4)/k^4$. The radius of this Fermi surface is 6.7% larger along [100] than along [110], and the factor is 0.988.

## Rough walls

If the clean walls are partly diffuse, the drift is no longer uniform. Let a fraction $p_1$ of electrons reflect specularly at the covered wall ($z=0$) and $p_2$ at the other. With $\mu=|w_z|/v_F$ and $q=e^{-d/\lambda\mu}$, the Boltzmann solution is $F\tau w_x$ times $1-Ae^{-z/\lambda\mu}$ for electrons leaving the covered wall, and times $1-Be^{-(d-z)/\lambda\mu}$ for those approaching it. The wall conditions are

$$1-A=p_1(1-Bq),\qquad 1-B=p_2(1-Aq).$$

Averaging over depth gives each exponential the factor $\lambda\mu(1-q)/d$. The weight of $w_x^2$ in each direction is $\tfrac34(1-\mu^2)d\mu$. So, relative to the bulk conductivity $\sigma_0$,

$$\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{4d}\int_0^1\mu(1-\mu^2)(1-q)(A+B)\,d\mu .\qquad(5)$$

For $p_2=1$ and small $s=1-p_1$, the conditions give $A=s/(1-q^2)$ and $B=qA$, so $A+B=s/(1-q)$. The integral is then $s/4$, and $\Delta\rho/\rho_0=3\lambda s/16d$. With $s=n_a\Sigma$ and $\rho_0\lambda=mv_F/(ne^2)$, this is (2) with (1), for thick and thin films alike. Numerical slopes of (5) agreed with it to about one part in $10^5$ at $\lambda/d=0.2$, 4 and 20.

At $\lambda/d=10$, lowering $p_2$ to 0.5 multiplies the slope by 0.67. If the covered wall also starts at 0.5, and the patches remove a fraction $s$ of its specular reflection, the factor is 0.47. This second figure includes a plain factor of 0.5, since only half of the reflection was specular to begin with. Applied to such films, (2) would return a friction too low by these factors, relative to the same patches on smooth walls. The factors depend on $\lambda/d$: at $\lambda/d=0.5$ a rough far wall raises the slope by 6% instead.

## Ethylene on a cold film

Take round, rough values in the regime of copper at 90 K: $n=8.5\times10^{22}$ cm⁻³, $\lambda=200$ nm and $d=20$ nm. Let 2 molecules of C₂H₄ per nm² each make 0.020 nm² diffuse. This area is a chosen input, not a computed property of ethylene.

The free-electron Fermi velocity is $1.575\times10^8$ cm/s. In SI units (1) gives

$$\Gamma=\tfrac{3}{16}(8.5\times10^{28})(9.11\times10^{-31})(1.575\times10^{6})(2.0\times10^{-20})=4.6\times10^{-16}\ \text{kg/s}.$$

Dividing by the molecular mass, 28.05 u, gives $\eta=9.8\times10^{9}$ s⁻¹, an energy damping time of about 100 ps. The added resistivity is

$$\Delta\rho=\frac{(2\times10^{18})(4.57\times10^{-16})}{(8.5\times10^{28}\times1.602\times10^{-19})^2(2\times10^{-8})}=2.5\times10^{-10}\ \Omega\,\text{m},$$

or 0.025 µΩ cm, 7.5% of the bulk value of 0.33 µΩ cm. Read backwards, a slope of 0.0123 µΩ cm per molecule per nm² gives the same $\eta$. At 1 MA/cm² the electrons drift at 73 cm/s, and the wind force on a molecule is only $2.1\times10^{-6}$ eV/nm.

The patches cover 4% of the wall. Equation (5) at this coverage gives a $\Delta\rho$ 1.2% below the linear value. A transfer of 0.05 electron per molecule would change the carrier number, and so the resistivity, by less than a thousandth of the surface term.

Damping by sound is a larger matter. A molecule vibrating with amplitude $X_0$ pushes on the solid with force amplitude $M\omega^2X_0$. The power radiated is $\tfrac12\omega(M\omega^2X_0)^2\,\mathrm{Im}\,G$, where $G$ is the displacement per force. Equating it to $\tfrac12M\eta_{ph}\omega^2X_0^2$ gives $\eta_{ph}=M\omega^3\,\mathrm{Im}\,G$. For a point inside an infinite elastic solid of density $\rho_m$, each sound branch of speed $c$ contributes $\pi\omega/2c^3$ from the integral over wavenumber. The angular factors are $4\pi/3$ for the longitudinal branch and $8\pi/3$ for the two transverse ones. With the prefactor $1/(8\pi^3\rho_m)$,

$$\eta_{ph}=\frac{M\omega^4}{12\pi\rho_m}\left(\frac1{c_L^3}+\frac2{c_T^3}\right).$$

For a 4 meV vibration, 9 g/cm³ and rough sound speeds of 4.7 and 2.3 km/s, this is $3.3\times10^{10}$ s⁻¹, about three times $\eta$. For a molecule moving along a free surface, the same sound speeds give a damping about twice as large, or roughly seven times $\eta$. A vibrational linewidth would then not give $\eta$ until the phonon part had been removed.

Real copper has a Fermi surface with necks, which the warping estimate leaves out. Copper interconnects also have grain boundaries and liners, and run far warmer, with a mean free path of roughly 40 nm at room temperature. Specular reflection may fail there too. In the cold example, with thickness and mean free path held fixed, a specularity of 0.5 lowered the slope to 0.67 of the value in (2) when only the far wall was rough, and to 0.47 when both were. For a 20 nm film with a 40 nm mean free path the same factors are 0.94 and 0.59. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
MODEL TESTS (hbar = electron mass = 1)
ring: friction from absorbed energy = 0.3418
ring: friction from electron-hole pairs = 0.3402
2D film: open modes = 4
2D film: largest unitarity error = 4.4e-16
2D film: friction from force matrix = 0.17855
2D film: friction from momentum transfer = 0.17855
2D film: friction from Boltzmann resistivity = 0.17855
2D film: friction in Born approximation = 0.37964
Fuchs slope / friction relation, path/d = 0.2: 1.00000
Fuchs slope / friction relation, path/d = 4: 1.00000
Fuchs slope / friction relation, path/d = 20: 0.99999
EXAMPLE INPUTS (round, rough)
electron density = 8.50e+22 cm^-3
film thickness = 20 nm
bulk mean free path = 200 nm
temperature = 90 K
adsorbate density = 2.0 nm^-2
diffuse area per molecule = 0.020 nm^2
C2H4 mass = 28.054 u
EXAMPLE RESULTS
Fermi velocity = 1.575e+08 cm/s
Fermi energy = 7.05 eV
bulk resistivity = 0.3287 micro-ohm cm
friction coefficient Gamma = 4.572e-16 kg/s
electronic damping rate eta = 9.815e+09 s^-1
energy damping time 1/eta = 101.9 ps
added resistivity, linear = 0.02465 micro-ohm cm
slope per coverage = 0.01233 micro-ohm cm nm^2
added / bulk resistivity = 0.0750
current density = 1.0 MA/cm^2
drift velocity = 73.43 cm/s
wind force per molecule = 2.096e-06 eV/nm
NEGLECTED EFFECTS
diffuse fraction of covered wall = 0.040
added resistivity, full Fuchs = 0.02437 micro-ohm cm
full / linear = 0.9885
slope factor, bare far wall specularity 0.5 = 0.6745
slope factor, both clean walls 0.5 = 0.4689
warp parameter = 0.25; radius [100]/[110] = 1.067
warp factor: Boltzmann 0.98820, formula 0.98820
assumed charge transfer = 0.05 electrons per molecule
its relative resistivity change, size = 5.88e-05
that change / surface term = 7.84e-04
assumed vibration quantum = 4.0 meV
assumed solid density = 9.0 g/cm^3
sound speeds = 4.7 and 2.3 km/s
phonon damping estimate = 3.26e+10 s^-1
phonon / electronic damping = 3.32
vibration quantum / Fermi energy = 5.7e-04
thermal energy / Fermi energy = 1.1e-03
occupied subbands, about = 87
```
